# The ratio τ_W/τ as a local mixing function for exact exchange: verification in Python

```python
"""
Result under test: for one spin channel with orbitals phi_i, occupations f_i,
  n = sum f|phi|^2, tau = 1/2 sum f|grad phi|^2, tau_W = |grad n|^2/(8 n),
the ratio t = tau_W/tau obeys 0 <= t <= 1, is 1 for a single current-free
orbital and 0 in the uniform gas. It is then used as the local fraction of
exact exchange in a local hybrid. Hartree atomic units throughout.
j = paramagnetic current density, s = |grad n|/(2 kF n), kF = Fermi wavenumber.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import spherical_jn
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def point_fields(orbitals, occ, point, h=1e-4):
    """Local quantities at a point; all gradients by central differences."""
    occ = np.asarray(occ, float)
    point = np.asarray(point, float)

    def density(p):
        return np.sum(occ * np.abs(orbitals(p))**2)

    steps = h * np.eye(3)
    phi = orbitals(point)
    grad = np.array([(orbitals(point + d) - orbitals(point - d)) / (2*h)
                     for d in steps])
    grad_n = np.array([(density(point + d) - density(point - d)) / (2*h)
                       for d in steps])
    n = density(point)
    tau = 0.5 * np.sum(occ * np.abs(grad)**2)
    tau_w = grad_n @ grad_n / (8*n)
    current = np.sum(occ * np.imag(np.conj(phi) * grad), axis=1)
    return n, tau, tau_w, current, phi, grad


# ---- Lagrange identity for random complex orbitals -------------------------
rng = np.random.default_rng(7)
waves = rng.normal(size=(6, 3))
mix = rng.normal(size=(3, 6)) + 1j * rng.normal(size=(3, 6))
occupations = np.array([1.0, 0.7, 0.3])
worst = 0.0
for point in rng.normal(size=(30, 3)):
    n, tau, tau_w, j, phi, grad = point_fields(
        lambda p: mix @ np.exp(1j * waves @ p), occupations, point)
    pair_sum = 0.0
    for a in range(3):
        for b in range(3):
            diff = phi[a] * grad[:, b] - phi[b] * grad[:, a]
            pair_sum += occupations[a] * occupations[b] * np.sum(np.abs(diff)**2)
    excess = j @ j / (2*n) + pair_sum / (4*n)
    worst = max(worst, abs(tau - tau_w - excess) / tau)
    assert 0 <= tau_w / tau <= 1
assert worst < 1e-5   # finite-difference error of the gradients
print(f"identity, largest relative error: {worst:.1e}")

# ---- one complex orbital carrying a current: hydrogen 2p(+1) ---------------
n, tau, tau_w, j, _, _ = point_fields(
    lambda p: np.array([(p[0] + 1j*p[1]) * np.exp(-np.linalg.norm(p)/2)]),
    [1], [4, 0, 0])
t_current = tau_w / tau
t_repaired = tau_w / (tau - j @ j / (2*n))
assert abs(t_current - 0.5) < 1e-5 and abs(t_repaired - 1) < 1e-5
print(f"2p(+1) at x=4 bohr: t = {t_current:.4f}, "
      f"current removed = {t_repaired:.4f}")

# ---- two orbitals sharing the nuclear cusp: 1s and 2s, Z = 4 ---------------
Z = 4.0


def s_orbitals(p):
    r = np.linalg.norm(p)
    return np.array([np.sqrt(Z**3/np.pi) * np.exp(-Z*r),
                     np.sqrt(Z**3/(8*np.pi)) * (1 - Z*r/2) * np.exp(-Z*r/2)])


n, tau, tau_w, _, phi, _ = point_fields(s_orbitals, [1, 1], [0, 0, 0.01])
share_2s = phi[1]**2 / n
assert share_2s > 0.1 and 1 - tau_w/tau < 1e-4
print(f"1s+2s, Z=4, r=0.01 bohr: 2s density share = {share_2s:.3f}, "
      f"1-t = {1 - tau_w/tau:.1e}")

# ---- exponential tails: rate of approach to one ----------------------------
k1, k2, r_tail = 1.0, 2.0, 5.0
_, tau, tau_w, _, _, _ = point_fields(
    lambda p: np.exp(-np.array([k1, k2]) * np.linalg.norm(p)),
    [1, 1], [0, 0, r_tail])
deficit = 1 - tau_w/tau
deficit_law = ((k2-k1)/k1)**2 * np.exp(-2*(k2-k1)*r_tail)
assert abs(deficit/deficit_law - 1) < 0.01
print(f"tails kappa=1,2 /bohr, r=5 bohr: 1-t = {deficit:.3e}, "
      f"law {deficit_law:.3e}")

# ---- filled p shell: x, y, z times exp(-r), so R = r exp(-r) ---------------
r_p = 10.0
_, tau, tau_w, _, _, _ = point_fields(
    lambda p: p * np.exp(-np.linalg.norm(p)), [1, 1, 1], [0, 0, r_p])
t_shell = tau_w / tau
log_slope = 1/r_p - 1
t_shell_law = log_slope**2 / (log_slope**2 + 2/r_p**2)
assert abs(t_shell - t_shell_law) < 1e-5
print(f"filled p shell, r=10 bohr: t = {t_shell:.4f}, law {t_shell_law:.4f}")

# ---- total-density ratio versus spin-resolved ratio ------------------------
centres = np.array([[0, 0, -3.0], [0, 0, 3.0]])


def separated(p):
    return np.exp(-np.linalg.norm(p - centres, axis=1))


_, tau, tau_w, _, _, _ = point_fields(separated, [1, 1], [0, 0, 0])
t_total = tau_w / tau
_, tau, tau_w, _, _, _ = point_fields(separated, [1, 0], [0, 0, 0])
t_up = tau_w / tau
assert t_total < 1e-8 and abs(t_up - 1) < 1e-5
print(f"two H atoms 6 bohr apart, midpoint: total t = {t_total:.4f}, "
      f"spin-up t = {t_up:.4f}")


# ---- electron gas in the potential V cos(q x), Fermi level 1/2 hartree -----
def modulated_gas(V, q=0.6, mu=0.5, nk=400, cut=8):
    """n, tau, dn/dx at a quarter period; transverse motion done exactly."""
    x = np.pi / (2*q)
    k = (np.arange(nk) + 0.5) / nk * q - q/2
    kG = k[:, None] + q * np.arange(-cut, cut+1)[None, :]
    size = 2*cut + 1
    ham = np.zeros((nk, size, size))
    ham[:, np.arange(size), np.arange(size)] = kG**2 / 2
    ham += V/2 * (np.eye(size, k=1) + np.eye(size, k=-1))
    energy, coef = np.linalg.eigh(ham)
    phase = np.exp(1j * kG * x)
    psi = np.einsum("kg,kgb->kb", phase, coef)
    dpsi = np.einsum("kg,kgb->kb", 1j * kG * phase, coef)
    room = np.clip(mu - energy, 0, None)
    w_density = room / (2*np.pi)          # transverse states per area and spin
    w_kinetic = room**2 / (4*np.pi)       # their transverse kinetic energy
    measure = 2 * (q/nk) / (2*np.pi)      # both spins
    n = measure * np.sum(w_density * np.abs(psi)**2)
    tau = measure * np.sum(w_density * np.abs(dpsi)**2 / 2
                           + w_kinetic * np.abs(psi)**2)
    dn = measure * np.sum(w_density * 2 * np.real(np.conj(psi) * dpsi))
    return n, tau, dn


gas_t = {}
for V in (0.0, 0.02, 0.04):
    n, tau, dn = modulated_gas(V)
    kF = (3*np.pi**2*n)**(1/3)
    gas_t[V] = dn**2 / (8*n*tau)
    s = abs(dn) / (2*kF*n)
    if V == 0:
        assert abs(tau / (0.3*kF**2*n) - 1) < 1e-4 and gas_t[V] < 1e-12
        print(f"uniform gas: kF = {kF:.4f} /bohr, tau = {tau:.6f} "
              f"hartree/bohr^3, t = {gas_t[V]:.1e}")
    else:
        assert abs(gas_t[V] / (5*s**2/3) - 1) < 0.02
        print(f"V = {V:.2f} hartree, q = 0.6 /bohr: s = {s:.5f}, "
              f"t = {gas_t[V]:.3e}, 5s^2/3 = {5*s**2/3:.3e}")
assert abs(gas_t[0.04]/gas_t[0.02] - 4) < 0.2


# ---- LDA exchange against the exact exchange hole of the uniform gas -------
def lda_exchange(n_spin):
    """LDA exchange energy per volume of one spin channel."""
    return -0.75 * (6/np.pi)**(1/3) * n_spin**(4/3)


hole = quad(lambda y: 9*spherical_jn(1, y)**2/y, 1e-8, 300, limit=2000)[0]
n_gas = 1 / (3*np.pi**2)                  # kF = 1
ex_hole = -np.pi * n_gas * hole
ex_lda = 2 * lda_exchange(n_gas/2) / n_gas
assert abs(ex_hole/ex_lda - 1) < 1e-4
print(f"uniform gas, kF=1: exact e_x = {ex_hole:.5f}, "
      f"LDA {ex_lda:.5f} hartree per electron")


# ---- atoms and a molecule --------------------------------------------------
def channel_fields(mol, C, coords):
    ao = dft.numint.eval_ao(mol, coords, deriv=1)
    phi = ao[0] @ C
    grad = np.array([ao[a] @ C for a in (1, 2, 3)])
    n = np.sum(phi**2, axis=1)
    tau = 0.5 * np.sum(grad**2, axis=(0, 2))
    grad_n = 2 * np.sum(phi[None] * grad, axis=2)
    tau_w = np.sum(grad_n**2, axis=0) / (8*np.maximum(n, 1e-300))
    return phi, n, tau, tau_w


def exact_exchange_density(mol, C, phi, coords):
    result = np.empty(len(coords))
    for start in range(0, len(coords), 500):
        part = slice(start, start + 500)
        potential = mol.intor("int1e_grids", grids=coords[part])
        gamma = phi[part] @ C.T
        half = np.matmul(potential, gamma[:, :, None])[:, :, 0]
        result[part] = -0.5 * np.sum(half * gamma, axis=1)
    return result


print("exchange energies in hartree, def2-QZVP orbitals")
print("atom  LDA  exact  hybrid(t)  hybrid(t^2)  mean t")
profiles = {}
for symbol in ("H", "He", "Be", "Ne"):
    one_electron = symbol == "H"
    mol = gto.M(atom=f"{symbol} 0 0 0", basis="def2-qzvp",
                spin=1 if one_electron else 0, verbose=0)
    if one_electron:
        core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
        C = eigh(core, mol.intor("int1e_ovlp"))[1][:, :1]
        channels = 1
    else:
        mf = scf.RHF(mol)
        mf.kernel()
        assert mf.converged
        C = mf.mo_coeff[:, mf.mo_occ > 0]
        channels = 2
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {symbol: (100, 50)}  # densities here are spherical
    grid.prune = None
    grid.build()
    keep = grid.weights > 0
    coords, w = np.ascontiguousarray(grid.coords[keep]), grid.weights[keep]

    phi, n, tau, tau_w = channel_fields(mol, C, coords)
    seen = n > 1e-10
    t = np.zeros_like(n)
    t[seen] = tau_w[seen] / tau[seen]
    assert t[seen].min() >= 0 and t[seen].max() <= 1 + 1e-9
    e_exact = exact_exchange_density(mol, C, phi, coords)
    e_lda = lda_exchange(n)
    E_lda = channels * np.sum(w * e_lda)
    E_exact = channels * np.sum(w * e_exact)
    E_t = channels * np.sum(w * (t*e_exact + (1-t)*e_lda))
    E_t2 = channels * np.sum(w * (t**2*e_exact + (1-t**2)*e_lda))
    mean_t = np.sum(w*n*t) / np.sum(w*n)

    P = C @ C.T
    J, K = scf.hf.get_jk(mol, P)
    E_K = -0.5 * channels * np.sum(P*K)
    E_hartree = 0.5 * channels**2 * np.sum(P*J)
    assert abs(np.sum(w*n) - C.shape[1]) < 1e-4
    assert abs(E_exact - E_K) < 1e-4
    print(f"{symbol:2s} {E_lda:9.4f} {E_exact:9.4f} {E_t:9.4f} "
          f"{E_t2:9.4f} {mean_t:7.4f}")
    if symbol in ("H", "He"):
        assert t[seen].min() > 1 - 1e-8
        assert abs(E_t + E_hartree/channels) < 1e-4
    if symbol == "H":
        assert abs(E_K + 5/16) < 1e-3     # exact 1s value, basis-set error
        eps_c = dft.libxc.eval_xc(",LDA_C_PW", (n, 0*n), spin=1)[0]
        hydrogen = (E_hartree, E_hartree + E_lda, E_hartree + E_t,
                    np.sum(w*n*eps_c))
    if symbol in ("Be", "Ne"):
        radii = np.array([0.1, 0.3, 0.6, 1.0, 2.0, 3.0])
        line = np.zeros((len(radii), 3))
        line[:, 2] = radii
        _, _, tau_r, tau_w_r = channel_fields(mol, C, line)
        profiles[symbol] = tau_w_r / tau_r
    if symbol == "Be":
        assert profiles["Be"][3] < 0.7 and profiles["Be"][5] > 0.99
    if symbol == "Ne":
        assert abs(E_t - E_t2) > 1e-3     # the limits do not fix the function

E_hartree, left_lda, left_hybrid, E_c = hydrogen
print(f"H: Hartree energy = {E_hartree:.4f} hartree")
print(f"H: Hartree + LDA exchange = {left_lda:.4f} hartree "
      f"= {left_lda*HARTREE_EV:.3f} eV")
print(f"H: Hartree + hybrid exchange = {abs(left_hybrid):.4f} hartree (size)")
print(f"H: LSDA correlation = {E_c:.4f} hartree = {E_c*HARTREE_EV:.3f} eV")
assert abs(left_lda) > 0.01 and E_c < -0.01

print("r in bohr, t in Be, t in Ne")
for r, t_be, t_ne in zip(radii, profiles["Be"], profiles["Ne"]):
    print(f"{r:4.1f} {t_be:8.4f} {t_ne:8.4f}")

mol = gto.M(atom="N 0 0 -1.05; N 0 0 1.05", unit="Bohr",
            basis="def2-svp", verbose=0)
mf = scf.RHF(mol)
mf.kernel()
assert mf.converged
_, n, tau, tau_w = channel_fields(mol, mf.mo_coeff[:, mf.mo_occ > 0],
                                  np.zeros((1, 3)))
tau_uniform = 0.3 * (6*np.pi**2)**(2/3) * n[0]**(5/3)
assert tau_w[0]/tau[0] < 1e-8 and tau[0] > 1e-3
print(f"N2 (2.1 bohr, HF/def2-SVP) midpoint: t = {tau_w[0]/tau[0]:.1e}, "
      f"tau/tau_uniform = {tau[0]/tau_uniform:.3f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
identity, largest relative error: 2.5e-09
2p(+1) at x=4 bohr: t = 0.5000, current removed = 1.0000
1s+2s, Z=4, r=0.01 bohr: 2s density share = 0.111, 1-t = 1.0e-05
tails kappa=1,2 /bohr, r=5 bohr: 1-t = 4.538e-05, law 4.540e-05
filled p shell, r=10 bohr: t = 0.9759, law 0.9759
two H atoms 6 bohr apart, midpoint: total t = 0.0000, spin-up t = 1.0000
uniform gas: kF = 1.0000 /bohr, tau = 0.010132 hartree/bohr^3, t = 1.2e-36
V = 0.02 hartree, q = 0.6 /bohr: s = 0.01745, t = 5.074e-04, 5s^2/3 = 5.076e-04
V = 0.04 hartree, q = 0.6 /bohr: s = 0.03491, t = 2.029e-03, 5s^2/3 = 2.031e-03
uniform gas, kF=1: exact e_x = -0.23873, LDA -0.23873 hartree per electron
exchange energies in hartree, def2-QZVP orbitals
atom  LDA  exact  hybrid(t)  hybrid(t^2)  mean t
H    -0.2680   -0.3125   -0.3125   -0.3125  1.0000
He   -0.8841   -1.0258   -1.0258   -1.0258  1.0000
Be   -2.3124   -2.6669   -2.6354   -2.6169  0.8808
Ne  -11.0335  -12.1084  -11.8480  -11.6545  0.5899
H: Hartree energy = 0.3125 hartree
H: Hartree + LDA exchange = 0.0445 hartree = 1.210 eV
H: Hartree + hybrid exchange = 0.0000 hartree (size)
H: LSDA correlation = -0.0222 hartree = -0.604 eV
r in bohr, t in Be, t in Ne
 0.1   0.9998   0.9230
 0.3   0.9960   0.2465
 0.6   0.9330   0.3339
 1.0   0.3265   0.6810
 2.0   0.9427   0.8495
 3.0   0.9999   0.9083
N2 (2.1 bohr, HF/def2-SVP) midpoint: t = 3.3e-28, tau/tau_uniform = 0.385
ALL CHECKS PASSED
```
